# Casimir–Polder C6 from the RPA Energy of Two Separated Fragments: test program

```python
"""
Result under test: for two closed-shell fragments A, B without overlap, the
direct RPA correlation energy gives, at second order in their mutual coupling W,
    E2 = -(1/2pi) int_0^inf du Tr[chiA W chiB W^T]  ->  -C6/R^6,
    C6 = (3/pi) int_0^inf du alphaA(iu) alphaB(iu)   (isotropic fragments),
where chi and alpha are screened by the Hartree interaction inside a fragment.
Symbols (atomic units): D = virtual minus occupied orbital energies,
K = Coulomb integrals (ia|jb) in a fragment, W = those between fragments,
u = imaginary frequency, R = distance of centres along z, Omega = RPA energies.
Bare quantities use the noninteracting response (K left out).
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import block_diag, cholesky, svdvals, eigh
from pyscf import gto, scf, dft, ao2mo


def even_tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


BASIS = {
    "Be": even_tempered(0, 0.04, 2.8, 10) + even_tempered(1, 0.04, 2.8, 5)
    + even_tempered(2, 0.06, 3.0, 2),
    "H": even_tempered(0, 0.06, 3.0, 7) + even_tempered(1, 0.08, 3.0, 3),
}
# Gauss-Legendre rule mapped from (-1,1) to (0,infinity)
x, wx = np.polynomial.legendre.leggauss(80)
FREQ = 0.5 * (1 + x) / (1 - x)
WEIGHT = wx * 1.0 / (1 - x)**2


def molecule(atoms):
    return gto.M(atom=atoms, unit="Bohr", basis=BASIS, verbose=0)


def mean_field(mol, dm0=None, xc=None):
    """Orbitals, energies and total energy; Hartree-Fock is converged tightly."""
    mf = scf.RHF(mol) if xc is None else dft.RKS(mol)
    if xc is not None:
        mf.xc = xc
    mf.conv_tol = 1e-10
    mf.kernel(dm0=dm0)
    assert mf.converged
    e, c, occ = mf.mo_energy, mf.mo_coeff, mf.mo_occ
    total = mf.e_tot
    if xc is None:
        h, s = mf.get_hcore(), mf.get_ovlp()
        for _ in range(50):
            dm = mf.make_rdm1(c, occ)
            veff = mf.get_veff(mol, dm)
            fock = h + veff
            gradient = np.linalg.norm(c[:, occ == 0].T @ fock @ c[:, occ > 0])
            if gradient < 3e-11:
                break
            e, c = mf.eig(fock, s)
        assert gradient < 1e-9
        total = mf.energy_tot(dm, h, veff)
    dm = np.asarray(mf.make_rdm1(c, occ))
    return SimpleNamespace(mf=mf, mol=mol, e=e, c=c, dm=dm, total=total,
                           co=c[:, occ > 0], cv=c[:, occ == 0],
                           eo=e[occ > 0], ev=e[occ == 0])


def add_pairs(f):
    """Gaps D and Coulomb matrix K in the occupied-virtual product space."""
    f.D = (f.ev[None, :] - f.eo[:, None]).ravel()
    eri = f.mol.intor("int2e", aosym="s8")
    f.K = ao2mo.general(eri, (f.co, f.cv, f.co, f.cv), compact=False)
    f.K = 0.5 * (f.K + f.K.T)
    return f


def rpa_frequencies(D, K):
    """Singular values of a factor of the RPA matrix: accurate for small ones."""
    lower = cholesky(np.diag(D) + 4 * K, lower=True)
    return np.sort(svdvals(lower.T * np.sqrt(D)[None, :]))


def plasmon_energy(D, K):
    return 0.5 * np.sum(rpa_frequencies(D, K) - np.sort(D)) - np.trace(K)


def response(f, u, screened=True):
    inverse = np.diag((f.D**2 + u**2) / (4 * f.D))
    return -np.linalg.inv(inverse + f.K if screened else inverse)


def polarizability(f, u, screened=True):
    return -f.dip @ response(f, u, screened) @ f.dip.T


def fragment(atoms, xc=None):
    f = add_pairs(mean_field(molecule(atoms), xc=xc))
    f.atoms = atoms
    r = f.mol.intor("int1e_r")
    f.dip = np.array([(f.co.T @ m @ f.cv).ravel() for m in r])
    f.chi = [response(f, u) for u in FREQ]
    f.alpha = np.array([-f.dip @ chi @ f.dip.T for chi in f.chi])
    f.alpha0 = np.array([polarizability(f, u, False) for u in FREQ])
    f.ec = plasmon_energy(f.D, f.K)
    return f


def mean(a):
    return np.trace(a, axis1=-2, axis2=-1) / 3


def c6_isotropic(a, b):
    return 3 / np.pi * np.sum(WEIGHT * mean(a) * mean(b))


def c6_oriented(a, b):
    t = np.diag([1.0, 1.0, -2.0])
    return np.sum(WEIGHT * np.array([np.trace(p @ t @ q @ t)
                                     for p, q in zip(a, b)])) / (2 * np.pi)


def pair_molecule(A, B, R):
    moved = [(s, (p[0], p[1], p[2] + R)) for s, p in B.atoms]
    return molecule(A.atoms + moved)


def coupling(A, B, R):
    """Full Coulomb integrals between fragments, no multipole expansion."""
    mol = pair_molecule(A, B, R)
    na, nb = A.c.shape[0], B.c.shape[0]
    up = [np.vstack([m, np.zeros((nb, m.shape[1]))]) for m in (A.co, A.cv)]
    down = [np.vstack([np.zeros((na, m.shape[1])), m]) for m in (B.co, B.cv)]
    eri = mol.intor("int2e", aosym="s8")
    return ao2mo.general(eri, (*up, *down), compact=False)


def perturbation_energies(A, B, W):
    second = fourth = 0.0
    for w, ca, cb in zip(WEIGHT, A.chi, B.chi):
        X = ca @ W @ cb @ W.T
        second -= w * np.trace(X) / (2 * np.pi)
        fourth -= w * np.trace(X @ X) / (4 * np.pi)
    return second, fourth


def pole_strengths(f):
    root = np.sqrt(f.D)
    w2, vec = eigh(np.diag(f.D**2) + 4 * root[:, None] * f.K * root[None, :])
    return np.sqrt(w2), 4 * np.mean(((f.dip * root) @ vec)**2, axis=0)


BOND = 1.4
be = fragment([("Be", (0.0, 0.0, 0.0))])
h2_along = fragment([("H", (0.0, 0.0, -BOND / 2)), ("H", (0.0, 0.0, BOND / 2))])
h2_across = fragment([("H", (-BOND / 2, 0.0, 0.0)), ("H", (BOND / 2, 0.0, 0.0))])
be_pbe = fragment([("Be", (0.0, 0.0, 0.0))], xc="PBE")

# Frequency integral of the logarithm against the plasmon formula
ec_log = 0.0
for u, w in zip(FREQ, WEIGHT):
    PK = (-4 * be.D / (be.D**2 + u**2))[:, None] * be.K
    sign, logdet = np.linalg.slogdet(np.eye(len(be.D)) - PK)
    assert sign > 0
    ec_log += w * (logdet + np.trace(PK)) / (2 * np.pi)
assert abs(ec_log - be.ec) < 1e-6

# Static screened polarizability from a finite field with induced Hartree potential
field = 2e-4
overlap = be.mol.intor("int1e_ovlp")
z = be.mol.intor("int1e_r")[2]
fock0 = overlap @ (be.c * be.e) @ be.c.T @ overlap
change = np.zeros_like(be.dm)
for _ in range(80):
    induced = be.mf.get_j(be.mol, change)
    _, c = eigh(fock0 + field * z + induced, overlap)
    occupied = c[:, :be.co.shape[1]]
    new_change = 2 * occupied @ occupied.T - be.dm
    residual = np.max(np.abs(new_change - change))
    change = 0.5 * (change + new_change)
assert residual < 1e-9
alpha_field = -np.sum(change * z) / field
alpha_static = polarizability(be, 0.0)[2, 2]
assert abs(alpha_field / alpha_static - 1) < 2e-4

# Casimir-Polder integral against the sum over RPA poles
c6_mixed = c6_isotropic(be.alpha, h2_along.alpha)
wa, fa = pole_strengths(be)
wb, fb = pole_strengths(h2_along)
c6_poles = 1.5 * np.sum(fa[:, None] * fb[None, :]
                        / (wa[:, None] * wb[None, :] * (wa[:, None] + wb[None, :])))
assert abs(c6_poles / c6_mixed - 1) < 1e-6

# Supermolecule, second-order energy and long-range coefficient for each pair
R0, R1, R2 = 30.0, 60.0, 120.0
rows = []
for name, B in (("Be-Be", be), ("Be-H2 along", h2_along), ("Be-H2 across", h2_across)):
    W = coupling(be, B, R0)
    second, fourth = perturbation_energies(be, B, W)
    dimer = add_pairs(mean_field(pair_molecule(be, B, R0),
                                 dm0=block_diag(be.dm, B.dm)))
    n = be.c.shape[0]
    s_ab = np.max(np.abs(dimer.mol.intor("int1e_ovlp")[:n, n:]))
    assert s_ab < 1e-5
    e_super = plasmon_energy(dimer.D, dimer.K) - be.ec - B.ec
    e_hf = dimer.total - be.total - B.total
    assert abs(e_super / second - 1) < 5e-3
    assert abs(e_hf) < 0.05 * abs(second)
    c6 = c6_oriented(be.alpha, B.alpha)
    c6_bare = c6_oriented(be.alpha0, B.alpha0)
    near, far = [-R**6 * perturbation_energies(be, B, coupling(be, B, R))[0]
                 for R in (R1, R2)]
    limit = (R2**2 * far - R1**2 * near) / (R2**2 - R1**2)
    assert abs(limit / c6 - 1) < 1e-3
    assert abs(e_super + c6_bare / R0**6) > 2 * abs(e_super + c6 / R0**6)
    rows.append((name, c6, c6_bare, limit, e_super, second, e_hf, s_ab))
    if B is be:
        W_be, second_be, fourth_be = W, second, fourth
        c8_be = (near - limit) * R1**2

# Remainder beyond second order when the coupling is multiplied by a factor
factor = 0.1 * R0**3 / (2 * alpha_static)
remainders = []
omega_sum = 2 * np.sum(rpa_frequencies(be.D, be.K))
for lam in (factor, 2 * factor):
    joint_K = np.block([[be.K, lam * W_be], [lam * W_be.T, be.K]])
    joint = rpa_frequencies(np.concatenate([be.D, be.D]), joint_K)
    remainders.append(0.5 * (np.sum(joint) - omega_sum) - lam**2 * second_be)
order = np.log2(remainders[1] / remainders[0])
fourth_ratio = remainders[0] / (factor**4 * fourth_be)
assert abs(order - 4) < 0.1
assert abs(fourth_ratio - 1) < 0.03

c6_be = c6_isotropic(be.alpha, be.alpha)
assert abs(c6_be / rows[0][1] - 1) < 1e-6
assert abs((rows[1][1] + 2 * rows[2][1]) / 3 / c6_mixed - 1) < 1e-6

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
to_ev_a6 = hartree_ev * bohr_angstrom**6
print(f"H2 bond length: {BOND:.1f} bohr")
for element in ("Be", "H"):
    for l, letter in enumerate("spd"):
        exps = [b[1][0] for b in BASIS[element] if b[0] == l]
        if exps:
            print(f"{element} {letter}: {len(exps)} exponents, "
                  f"{min(exps):.3f} to {max(exps):.3f} bohr^-2")
print(f"Be HF energy: {be.total:.5f} hartree")
print(f"Be RPA energy, plasmon formula: {be.ec:.7f} hartree")
print(f"Be RPA energy, log integral: {ec_log:.7f} hartree")
for u in (0.0, 0.2, 1.0):
    bare, dressed = [mean(polarizability(be, u, s)) for s in (False, True)]
    print(f"Be alpha, u={u:.1f} hartree: bare {bare:.4f}, RPA {dressed:.4f} bohr^3")
print(f"Be static alpha, finite field: {alpha_field:.4f} bohr^3")
a_h2 = polarizability(h2_along, 0.0)
print(f"H2 static RPA alpha parallel: {a_h2[2, 2]:.4f} bohr^3")
print(f"H2 static RPA alpha perpendicular: {a_h2[0, 0]:.4f} bohr^3")
for name, c6, c6_bare, limit, e_super, second, e_hf, s_ab in rows:
    print(f"{name}: C6 RPA {c6:.3f}, bare {c6_bare:.3f} hartree bohr^6")
    print(f"  C6 from E2 at large R: {limit:.3f} hartree bohr^6")
    print(f"  R={R0:.0f} bohr: supermolecule {e_super*1e9:.3f} nanohartree")
    print(f"  R={R0:.0f} bohr: E2 {second*1e9:.3f} nanohartree")
    print(f"  R={R0:.0f} bohr: -C6/R^6 {-c6/R0**6*1e9:.3f} nanohartree")
    print(f"  HF interaction {e_hf*1e9:.3f} nanohartree; max overlap {s_ab:.1e}")
print(f"Distances for the large-R limit: {R1:.0f} and {R2:.0f} bohr")
print(f"Be-Be C8 estimate in this basis: {c8_be:.0f} hartree bohr^8")
print(f"Be-H2 orientation-averaged C6: {c6_mixed:.3f} hartree bohr^6")
print(f"Be-H2 averaged C6, pole sum: {c6_poles:.3f} hartree bohr^6")
print(f"Be-Be C6 RPA, converted: {c6_be*to_ev_a6:.3f} eV angstrom^6")
c6_pbe = c6_isotropic(be_pbe.alpha, be_pbe.alpha)
c6_pbe_bare = c6_isotropic(be_pbe.alpha0, be_pbe.alpha0)
print(f"Be-Be C6, PBE orbitals: RPA {c6_pbe:.2f}, bare {c6_pbe_bare:.2f} "
      "hartree bohr^6")
print(f"Coupling factor in remainder test: {factor:.2f} (and twice this)")
print(f"Order of remainder in coupling: {order:.4f}")
print(f"Remainder / fourth-order term: {fourth_ratio:.4f}")
print("PASS")
```

Output:

```
H2 bond length: 1.4 bohr
Be s: 10 exponents, 0.040 to 423.138 bohr^-2
Be p: 5 exponents, 0.040 to 2.459 bohr^-2
Be d: 2 exponents, 0.060 to 0.180 bohr^-2
H s: 7 exponents, 0.060 to 43.740 bohr^-2
H p: 3 exponents, 0.080 to 0.720 bohr^-2
Be HF energy: -14.56866 hartree
Be RPA energy, plasmon formula: -0.0907166 hartree
Be RPA energy, log integral: -0.0907167 hartree
Be alpha, u=0.0 hartree: bare 30.6992, RPA 20.4847 bohr^3
Be alpha, u=0.2 hartree: bare 23.4533, RPA 16.8177 bohr^3
Be alpha, u=1.0 hartree: bare 3.6907, RPA 3.4379 bohr^3
Be static alpha, finite field: 20.4847 bohr^3
H2 static RPA alpha parallel: 3.5730 bohr^3
H2 static RPA alpha perpendicular: 2.7227 bohr^3
Be-Be: C6 RPA 137.762, bare 256.606 hartree bohr^6
  C6 from E2 at large R: 137.759 hartree bohr^6
  R=30 bohr: supermolecule -200.270 nanohartree
  R=30 bohr: E2 -200.272 nanohartree
  R=30 bohr: -C6/R^6 -188.975 nanohartree
  HF interaction 0.000 nanohartree; max overlap 5.3e-07
Be-H2 along: C6 RPA 30.286, bare 50.818 hartree bohr^6
  C6 from E2 at large R: 30.286 hartree bohr^6
  R=30 bohr: supermolecule -43.334 nanohartree
  R=30 bohr: E2 -43.353 nanohartree
  R=30 bohr: -C6/R^6 -41.545 nanohartree
  HF interaction -0.078 nanohartree; max overlap 7.7e-09
Be-H2 across: C6 RPA 26.547, bare 42.183 hartree bohr^6
  C6 from E2 at large R: 26.546 hartree bohr^6
  R=30 bohr: supermolecule -37.614 nanohartree
  R=30 bohr: E2 -37.619 nanohartree
  R=30 bohr: -C6/R^6 -36.415 nanohartree
  HF interaction -0.020 nanohartree; max overlap 2.9e-09
Distances for the large-R limit: 60 and 120 bohr
Be-Be C8 estimate in this basis: 7276 hartree bohr^8
Be-H2 orientation-averaged C6: 27.793 hartree bohr^6
Be-H2 averaged C6, pole sum: 27.793 hartree bohr^6
Be-Be C6 RPA, converted: 82.317 eV angstrom^6
Be-Be C6, PBE orbitals: RPA 163.81, bare 611.36 hartree bohr^6
Coupling factor in remainder test: 65.90 (and twice this)
Order of remainder in coupling: 4.0221
Remainder / fourth-order term: 1.0050
PASS
```
